# Counting translational and orientational domain variants in ordered fcc alloys

## The problem

A binary alloy is disordered on a face-centred cubic (fcc) lattice with cubic edge \(a\). On cooling it orders: A and B atoms settle on different sets of sites. The ordered pattern can start in several equivalent ways, and regions that have chosen differently are separated by domain boundaries.

Write each site as

\[
\mathbf r=\frac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even},
\]

with integer \(n_i\). Four ordered structures are specified by the sites that B occupies; A occupies the rest.

- L1\(_2\), composition A\(_3\)B: \(n_1,n_2,n_3\) are all even.
- L1\(_0\), composition AB: \(n_3\) is even.
- L1\(_1\), composition AB: \((n_1+n_2+n_3)/2\) is even.
- D0\(_{22}\), composition A\(_3\)B: \(2n_1+n_3\equiv0 \pmod 4\).

A **variant** is a distinct decoration of the same fcc sites, obtained from the given one by a symmetry operation of the disordered crystal. Two variants are translationally related if a pure lattice translation carries one into the other. Otherwise they are orientationally related.

(a) Show that the number of variants is a product of a translational and an orientational factor, and express both through the symmetry groups.

(b) Find the translational factor for each structure.

(c) Find the orientational factor and the total.

(d) Confirm the totals by a count that uses no rotations.

The sites are labelled on the undistorted parent lattice. "Rotation" below includes reflections and inversion.

## Hints

**Hint 1.** Let \(G\) be the space group of the disordered crystal and \(H\) the subgroup that leaves one decoration unchanged. When do two operations of \(G\) produce the same variant?

**Hint 2.** First collect all variants that can be reached by translations. Then ask how many such collections there are.

**Hint 3.** Each of the four B patterns is itself a lattice containing the origin. Which translations preserve it? If a rotation followed by a translation preserves it, what does the rotation alone do?

**Hint 4.** For part (d), a sublattice of index \(m\) divides the fcc sites into \(m\) shifted copies. Placing B on each copy in turn gives \(m\) decorations.

## Full solution

### (a) Variants as cosets

An operation \(g\) of \(G\) acts on site labels as

\[
g:\ \mathbf n\mapsto R\mathbf n+\mathbf t .
\]

Here \(R\) permutes the three components and may change their signs, and \(\mathbf t\) is an fcc translation in units of \(a/2\). There are \(3!=6\) permutations and \(2^3=8\) sign choices, hence \(6\times8=48\) rotations. They form the point group \(P_G\) of the parent.

Let \(S\) be the set of B sites. Two operations give the same variant when \(gS=g'S\). Applying \(g^{-1}\) to both sides gives

\[
S=g^{-1}g'S\quad\Longleftrightarrow\quad g^{-1}g'\in H .
\]

This is the condition for \(g\) and \(g'\) to lie in the same left coset of \(H\). There is therefore one variant per coset:

\[
N=[G:H].
\]

Both groups are infinite, but the index is finite. All four patterns repeat after \(2a\) along each cubic axis, since adding 4 to any \(n_i\) changes none of the defining conditions. The translations by multiples of \(2a\) along the axes are carried into one another by every \(R\), so they form a normal subgroup that can be divided out of both groups. A box of edge \(2a\) has volume \(8a^3\), and each fcc site takes \(a^3/4\). This leaves \(8/(1/4)=32\) translations and \(48\times32=1536\) parent operations.

Now separate the translations. Let \(T_G\) and \(T_H\) be the translation lattices of the parent and ordered crystals. Two translations \(\mathbf t\) and \(\mathbf t'\) give the same decoration when \(\mathbf t'-\mathbf t\) belongs to \(T_H\). The number of variants reached from \(S\) by translation is thus

\[
N_{\rm tr}=[T_G:T_H].
\]

Starting from another variant \(gS\) gives the same number, because its translation lattice is \(RT_H\), a rotated copy of \(T_H\) with the same cell volume.

It remains to count these translation classes. Let \(g\) and \(g'\) have rotational parts \(R\) and \(R'\), and let \(P_H\) be the set of rotational parts of all operations in \(H\).

Suppose first that \(gS\) and \(g'S\) are in the same class. Then \(g'S=\tau gS\) for some translation \(\tau\), so \(g^{-1}\tau^{-1}g'\) belongs to \(H\). A translation has the identity as its rotational part, and therefore \(R^{-1}R'\in P_H\).

Conversely, suppose \(R^{-1}R'\in P_H\). Then some \(h\in H\) has this rotational part. The operations \(g'\) and \(gh\) both have rotational part \(R'\), so they differ by a translation: \(g'=\tau gh\). Since \(hS=S\), it follows that \(g'S=\tau gS\), and the two variants are in the same class.

The classes thus correspond to the cosets of \(P_H\) in \(P_G\):

\[
N_{\rm or}=\frac{|P_G|}{|P_H|}=\frac{48}{|P_H|},\qquad
N=N_{\rm or}N_{\rm tr}.
\]

The definition of \(P_H\) includes the rotational part of an operation even if that operation also needs a translation. Variation 2 shows why this matters.

### (b) The translational factor

The index \([T_G:T_H]\) is the ratio of the primitive-cell volumes. The parent primitive cell holds one site, so \(N_{\rm tr}\) is the number of sites in the primitive cell of the ordered crystal. It can be found directly from the occupation rules.

In each of the four structures \(S\) is closed under addition and subtraction and contains the origin. A translation preserving \(S\) must send the origin to a member of \(S\). Conversely, adding a member of \(S\) preserves \(S\). Hence \(T_H=S\), and one only has to count the shifted copies of \(S\).

**L1\(_2\).** A shift is characterized by the parities of its three components. Their sum must be even, so the possible parity patterns are

\[
(0,0,0),\quad(1,1,0),\quad(1,0,1),\quad(0,1,1).
\]

These give \(N_{\rm tr}=4\). Read as vectors in units of \(a/2\), the last three are the antiphase shifts. They move the B atoms from the cube corners to the three kinds of face centre.

**L1\(_0\).** Only the parity of the third component of the shift matters, so \(N_{\rm tr}=2\). The shift \((1,0,1)\) exchanges the A and B layers.

**L1\(_1\).** The integer \((n_1+n_2+n_3)/2\) is either even or odd, so \(N_{\rm tr}=2\). The shift \((1,1,0)\) changes it by 1 and exchanges successive \((111)\) layers.

**D0\(_{22}\).** Define

\[
q(\mathbf n)=2n_1+n_3\pmod4 .
\]

A shift by \(\mathbf s\) adds \(q(\mathbf s)\) to the label of every site. The shifts \((0,0,0)\), \((1,0,-1)\), \((1,1,0)\) and \((1,0,1)\) have \(q=0,1,2,3\). All four values occur, so \(N_{\rm tr}=4\).

The conventional D0\(_{22}\) cell has edges \(a,a,2a\) and volume \(2a^3\), hence \(2/(1/4)=8\) sites. It might suggest eight translational variants. However, its body-centring vector \((1,1,2)\) has \(q=2+2=4\equiv0\) and preserves the pattern. The primitive cell is half as large and has four sites.

### (c) The orientational factor and the total

Suppose a rotation followed by a translation preserves one of these four patterns, \(RS+\mathbf t=S\). The origin is in \(S\) and is sent to \(\mathbf t\), so \(\mathbf t\in S\). Subtracting \(\mathbf t\) leaves \(S\) unchanged, and therefore \(RS=S\). For these patterns it is enough to find the rotations about a B site that preserve \(S\).

**L1\(_2\).** Permuting three even numbers or changing their signs leaves them even. All 48 rotations survive, and

\[
N_{\rm or}=48/48=1 .
\]

**L1\(_0\).** The condition that \(n_3\) is even singles out the \(z\) axis. A rotation that moves this axis replaces the condition by one on \(n_1\) or \(n_2\), which is different: the site \((1,0,1)\) has even \(n_2\) but odd \(n_3\), and \((0,1,1)\) has even \(n_1\) but odd \(n_3\). The allowed rotations permute \(n_1,n_2\) in 2 ways and choose three signs in 8 ways. Thus \(|P_H|=16\) and

\[
N_{\rm or}=48/16=3 .
\]

The layers can be stacked along \(x\), \(y\) or \(z\).

**L1\(_1\).** Permutations leave the sum \(n_1+n_2+n_3\) unchanged. For sign changes, compare half the sum before and after:

- reversing \(n_1\) alone changes it by \(-n_1\), which is odd for some sites;
- reversing \(n_1\) and \(n_2\) changes it by \(-(n_1+n_2)\), which is odd for \((1,0,1)\);
- reversing all three changes it by \(-(n_1+n_2+n_3)\), which is even for every fcc site.

The same holds for the other choices of one or two components. The signs must all be equal, which leaves \(6\times2=12\) rotations. Hence

\[
N_{\rm or}=48/12=4,
\]

one for each body diagonal of the cube.

**D0\(_{22}\).** The condition \(2n_1+n_3\equiv0\pmod4\) requires \(n_3\) to be even. Dividing by 2 then gives \(n_1+n_3/2\) even. Since \(n_1+n_2+n_3\) is even and \(n_3\) is even, \(n_1\) and \(n_2\) have equal parity. The rule can therefore be written symmetrically:

\[
n_3\ \text{even},\qquad n_1\equiv n_2\equiv n_3/2\pmod2 .
\]

Exchanging \(n_1\) and \(n_2\), or reversing any sign, preserves it. These are the 16 rotations that keep the \(z\) axis up to sign. No other rotation does: \(S\) contains \((2,0,0)\) and \((0,2,0)\) but not \((0,0,2)\), so the \(z\) axis cannot be exchanged with another. Thus \(N_{\rm or}=48/16=3\).

The results are

| Structure | \(N_{\rm or}\) | \(N_{\rm tr}\) | \(N\) |
|---|---:|---:|---:|
| L1\(_2\) | 1 | 4 | 4 |
| L1\(_0\) | 3 | 2 | 6 |
| L1\(_1\) | 4 | 2 | 8 |
| D0\(_{22}\) | 3 | 4 | 12 |

The finite box shows the same arithmetic in terms of whole groups. For D0\(_{22}\), \(32/4=8\) translations preserve the pattern. Together with 16 rotations they make \(16\times8=128\) operations, and \(1536/128=12\).

The two factors have different physical consequences. Translational variants have parallel axes and the same homogeneous strain; their boundaries are antiphase boundaries. In L1\(_0\), L1\(_1\) and D0\(_{22}\), orientational variants have different ordering axes. This is not a general rule: if B fills the layers \(n_3\equiv0,1,3\pmod6\), reversing the axis gives a variant that no translation reaches, and six orientational variants share three axes. If L1\(_0\) order makes the crystal slightly tetragonal, its three orientations are strained along different cubic axes. For a small strain, the difference between the variants with axes \(x\) and \(z\) stretches lengths in proportion to \(x^2-z^2\), which vanishes on the planes \(x=\pm z\). The two can meet there without misfit after a small relative rotation; on a plane of another orientation they generally fit only with additional elastic strain. Such a strain does not alter the count, provided it has the symmetry already contained in \(H\).

The count also holds for partial order, as long as the mean occupations keep the symmetry group \(H\). For L1\(_2\), L1\(_0\) and L1\(_1\), "A" and "B" are then read as two different mean occupations. In D0\(_{22}\) the A sites with \(q=2\) are not equivalent to those with \(q=1,3\), so there are in general three occupations. The count stays 12 while the sites with \(q=0\) and \(q=2\) differ in occupation; if only these two become equal, the pattern has the L1\(_0\) symmetry and 6 variants. When all occupations become equal, all variants merge into the single disordered state. If another property, such as a magnetic moment, breaks some operations of \(H\), the remaining symmetry group is smaller and the number of distinct states is larger.

### (d) A count without rotations

Take the primitive vectors, in units of \(a/2\),

\[
\mathbf a_1=(0,1,1),\quad \mathbf a_2=(1,0,1),\quad \mathbf a_3=(1,1,0).
\]

**Two sites per cell.** A sublattice of index 2 divides the sites into two classes, labelled 0 and 1, with labels that add modulo 2. It is fixed by the labels of the three primitive vectors. They cannot all be 0, so there are \(2^3-1=7\) sublattices.

The parities of \(n_1,n_2,n_3\) give the labels \((0,1,1)\), \((1,0,1)\), \((1,1,0)\). These are the three L1\(_0\) orientations. The parity of \((n_1+n_2+n_3)/2\) gives \((1,1,1)\). Reversing the sign of one component in this sum gives \((1,0,0)\), \((0,1,0)\) or \((0,0,1)\). These are the four L1\(_1\) orientations. All seven possibilities are used once. Each allows B on either class, so

\[
7\times2=14=6+8 .
\]

**Four sites per cell.** Now put B on one of the four classes of an index-4 sublattice. Such a sublattice has a triangular basis with diagonal entries \(p,q,r\), where \(pqr=4\). There are \(p^2q\) reduced choices of the off-diagonal entries. For \((p,q,r)\) equal to \((4,1,1)\), \((1,4,1)\), \((1,1,4)\), \((2,2,1)\), \((2,1,2)\) and \((1,2,2)\), the sum is

\[
16+4+1+8+4+2=35 .
\]

Keep the sublattices in which no two B atoms are nearest neighbours. The nearest-neighbour vectors are \(\pm\mathbf a_i\) and \(\pm(\mathbf a_i-\mathbf a_j)\) with \(i\ne j\). None may have label 0. The labels of \(\mathbf a_1,\mathbf a_2,\mathbf a_3\) must then be nonzero and different, so they are the three nonzero elements of a group of order 4, in one of 6 orders.

There are two groups of order 4. Relabelling a group by an automorphism does not change the sublattice.

- For pairs of parities, all 6 orders are related by the 6 automorphisms. There is \(6/6=1\) sublattice, that of L1\(_2\).
- For integers modulo 4, the automorphisms are the identity and the exchange of 1 and 3. There are \(6/2=3\) sublattices, distinguished by which primitive vector has label 2. These are the three D0\(_{22}\) orientations; the rule \(q=2n_1+n_3\) gives the labels \((1,3,2)\).

Four of the 35 sublattices remain. Each has four classes on which to put B, and

\[
4\times4=16=4+12 .
\]

This count also shows what L1\(_2\) and D0\(_{22}\) share. In both, every B atom has 12 A neighbours. At equal composition they therefore have equal numbers of AA, AB and BB nearest-neighbour pairs. In a model with nearest-neighbour pair energies alone they have the same energy, and interactions of longer range or of another kind must decide between them.

## Variation 1: two nuclei meet

*Two ordered nuclei choose their variants independently, with equal probability for every variant. What kind of boundary forms when they meet?*

There are \(N^2\) ordered pairs of choices. For each first choice, 1 second choice is identical, \(N_{\rm tr}-1\) are different but translationally related, and \(N-N_{\rm tr}\) have another orientation. Dividing by \(N\) gives

\[
p_{\rm same}=\frac1N,\qquad
p_{\rm tr}=\frac{N_{\rm tr}-1}{N},\qquad
p_{\rm or}=1-\frac{N_{\rm tr}}N=1-\frac1{N_{\rm or}} .
\]

For D0\(_{22}\), for example, \(p_{\rm same}=1/12=0.0833\), \(p_{\rm tr}=3/12=0.2500\) and \(p_{\rm or}=1-1/3=0.6667\). The four structures compare as follows.

| Structure | \(p_{\rm same}\) | \(p_{\rm tr}\) | \(p_{\rm or}\) |
|---|---:|---:|---:|
| L1\(_2\) | 0.2500 | 0.7500 | 0 |
| L1\(_0\) | 0.1667 | 0.1667 | 0.6667 |
| L1\(_1\) | 0.1250 | 0.1250 | 0.7500 |
| D0\(_{22}\) | 0.0833 | 0.2500 | 0.6667 |

L1\(_0\) and D0\(_{22}\) have the same \(p_{\rm or}\) because both have three orientations. The larger translational factor of D0\(_{22}\) changes how the remaining third is divided: identical variants become half as likely.

These are probabilities for a first encounter, not fractions of boundary area in an annealed specimen. Applied stress can favour one orientation, and the strain field of one nucleus can influence the next. Either effect invalidates the assumption of independent, equal choices.

## Variation 2: a pattern that is not a lattice

*Let B occupy the sites with \(q=2n_1+n_3\equiv0\) or \(1\pmod4\). How many variants are there?*

Half the sites are B, but \(N_{\rm tr}\) is not 2. A shift adds a constant \(k\) to \(q\). The set \(\{0,1\}\) becomes \(\{1,2\}\), \(\{2,3\}\) or \(\{3,0\}\) for \(k=1,2,3\), so only \(k=0\) preserves it. Hence \(N_{\rm tr}=4\), and \(T_H\) is the same lattice as for D0\(_{22}\).

Every operation in \(H\) must preserve \(T_H\), so \(P_H\) can contain at most the 16 rotations found for D0\(_{22}\). Their effect on \(q\) follows from three cases.

- Reversing \(n_1\) or \(n_2\) leaves \(q\) unchanged, because \(-2n_1\equiv2n_1\pmod4\).
- Reversing \(n_3\) gives \(2n_1-n_3\equiv-2n_1-n_3=-q\).
- Exchanging \(n_1\) and \(n_2\) gives \(2n_2+n_3\). Since \(n_2\equiv n_1+n_3\pmod2\), this equals \(2n_1+3n_3\equiv2n_1-n_3\equiv-q\).

Half of the 16 rotations therefore give \(q\to q\), and half give \(q\to-q\). The second half turn \(\{0,1\}\) into \(\{0,3\}\). A subsequent shift by \((1,0,-1)\), which adds 1, restores \(\{1,0\}\). All 16 rotations belong to \(P_H\), and

\[
N=\frac{48}{16}\times4=3\times4=12 .
\]

The 8 operations that need the shift act as \(q\to1-q\). They can fix no site, since \(2q\equiv1\pmod4\) has no solution. Counting only the 8 operations that fix the B atom at the origin would give \((48/8)\times4=24\), twice the true number. The shortcut used in part (c) was valid because those four B patterns are lattices; this one is not.

All numerical values are calculated from the stated model.
